\section*{Shell Filling in Multiexciton Complexes Bound to a Silicon Donor}

\section{Why two shells are not enough}

Suppose the states of a donor complex are enumerated with a twofold electron shell and a fourfold hole shell alone. The enumeration stops at one bound exciton: a second exciton brings a third electron, for which there is no place. All luminescence lines of the larger complexes are then missing. The cure is a second electron shell, supplied by the remaining valley states of silicon.

Let $m$ be the number of excitons bound to a neutral donor. The positive core and overall neutrality require
\begin{equation}
N_e=m+1,\qquad N_h=m .
\end{equation}
The result, within the shell model defined below, is
\begin{equation}
\begin{aligned}
m=0:&\quad A_1^{1},\\
1\le m\le4:&\quad A_1^{2}\,(T_2,E)^{m-1}\,\Gamma_8^{m},\\
m=5:&\quad A_1^{2}\,(T_2,E)^{4}\,\Gamma_8^{4}\,h',
\end{aligned}
\label{fill}
\end{equation}
where $h'$ is one hole in the next hole shell. The twofold electron shell closes at $m=1$, the fourfold hole shell at $m=4$.

The donor is substitutional, with tetrahedral symmetry. All electrons share one s-like envelope $F_e$ and all holes share another, $F_h$. The complex is assumed stable against loss of an exciton; the mean-field numbers below do not establish this. Algebra is in atomic units, with permittivity $\varepsilon$ and masses $m_e,m_h$ kept.

\section{The one-particle shells}

\subsection{Electrons}

Silicon has six conduction valleys, at $\pm x,\pm y,\pm z$. The short-range donor potential couples opposite valleys by $-\Delta'$ and adjacent ones by $-\Delta$. Energies are measured from the uncoupled level. For valley amplitudes $a_j$, the coupling gives
\begin{equation}
\epsilon a_{x}=-\Delta' a_{-x}-\Delta(a_y+a_{-y}+a_z+a_{-z}),
\end{equation}
and its cyclic partners. There are three kinds of solution.

If all amplitudes are equal, one opposite and four adjacent valleys contribute. If $a_{-x}=-a_x$ and the others vanish, the adjacent terms cancel and the opposite term changes sign. If $a_{-j}=a_j$ and $a_x+a_y+a_z=0$, the adjacent terms sum to $-2\Delta(a_y+a_z)=2\Delta a_x$. Hence
\begin{equation}
\begin{aligned}
\epsilon_{A_1}&=-\Delta'-4\Delta,\\
\epsilon_{T_2}&=\Delta',\\
\epsilon_E&=2\Delta-\Delta'.
\end{aligned}
\end{equation}
There are one, three and two such orbitals. Spin doubles them to 2, 6 and 4 states, so the outer shell holds ten electrons. The gaps are
\begin{equation}
\epsilon_{T_2}-\epsilon_{A_1}=2\Delta'+4\Delta\equiv G_0,\qquad
\epsilon_E-\epsilon_{T_2}=2(\Delta-\Delta').
\end{equation}
The sequence needs $A_1$ lowest. This fails for interstitial lithium, whose valley-orbit order is inverted. If $\Delta,\Delta'\to0$, the twofold shell disappears into a single twelvefold shell with $\binom{12}{m+1}$ electron states.

\subsection{Holes}

The valence-band top has orbital angular momentum $L=1$ and spin $S=1/2$. From
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-2-\tfrac34\right],
\end{equation}
its values are $1/2$ for $J=3/2$ and $-1$ for $J=1/2$. With hole energy $-(2/3)\Delta_{\rm so}\mathbf L\cdot\mathbf S$, the fourfold $J=3/2$ level, $\Gamma_8$, lies $\Delta_{\rm so}$ below the twofold one.

Heavy and light holes have different masses, which could split this quartet. In the spherical approximation the kinetic energy is
\begin{equation}
T_h=\frac{k^2}{2m_h}(1+\mu t),\qquad
t=\tfrac54-(\mathbf n\cdot\mathbf J)^2,
\end{equation}
with $\mathbf n=\mathbf k/k$. An s envelope averages over directions, and $\langle(\mathbf n\cdot\mathbf J)^2\rangle=J(J+1)/3=5/4$. Thus $\langle t\rangle=0$ and there is no first-order splitting. At higher order the envelope acquires a d part, but total angular momentum $3/2$ is conserved, so the level stays fourfold.

\section{Why the interaction does not choose the valleys}

Write electron orbitals as $F_e\chi_i$, with $\chi_i$ a valley Bloch function and spin. For a smooth Coulomb interaction, products of different Bloch functions nearly average out over the envelope, leaving to leading order
\begin{equation}
\begin{aligned}
H_{ee}&=\tfrac12U_{ee}\sum_{ij}a_i^\dagger a_j^\dagger a_ja_i\\
&=\tfrac12U_{ee}N_e(N_e-1).
\end{aligned}
\end{equation}
The second line follows because moving $a_i$ next to $a_i^\dagger$ gives $\sum_{ij}(n_in_j-\delta_{ij}n_i)$. The same argument for the other pairs yields
\begin{equation}
W_{\rm int}=\frac{U_{ee}}2N_e(N_e-1)+\frac{U_{hh}}2N_h(N_h-1)-U_{eh}N_eN_h.
\end{equation}
Here $U_{ab}$ is the Coulomb integral of $|F_a|^2$ with $|F_b|^2$, divided by $\varepsilon$. At fixed $m$ it is common to all valley configurations.

The valley coupling has short range, so to first order it is proportional to the electron density at the donor. Define
\begin{equation}
c_m=\frac{|F_m(0)|^2}{|F_0(0)|^2},
\end{equation}
where $F_m$ is the electron envelope of complex $m$. With $n$ electrons in $A_1$ and the rest in $T_2$,
\begin{equation}
\begin{aligned}
E(n)&=W_m+c_m[n\epsilon_{A_1}+(m+1-n)\epsilon_{T_2}]\\
&=W_m+c_m(m+1)\epsilon_{T_2}-nc_mG_0 ,
\end{aligned}
\end{equation}
where $W_m$ collects the envelope and interaction energies. The minimum has the largest $n$ allowed by the Pauli principle, $n=\min(2,m+1)$. This gives the electron part of (\ref{fill}); four places in $\Gamma_8$ give the hole part, provided promotion to another envelope costs energy.

For $1\le m\le4$ the ideal degeneracies, with $T_2$ below $E$, are
\begin{equation}
g_e=\binom6{m-1},\qquad g_h=\binom4m .
\end{equation}
Diagonalizing the many-electron Hamiltonian in the original valley basis gives two $A_1$ electrons and $g_e=1,6,15,20$ for $m=1$ to $4$, as predicted. Counting hole states gives $g_h=4,6,4,1$.

\section{Promotion to another envelope}

\subsection{Mean-field equations}

Let $V_e,V_h$ be the positive Coulomb potentials of one unit of electron or hole density, including $1/\varepsilon$. Varying the total energy with respect to $F_e$ gives a kinetic and core term weighted by $2N_e$, a repulsion term $2N_e(N_e-1)V_e$ and an attraction term $-2N_eN_hV_h$. Division by $2N_e$, and the analogous step for $F_h$, give
\begin{align}
\left[-\frac{\nabla^2}{2m_e}-\frac1{\varepsilon r}+m(V_e-V_h)\right]F_e&=\varepsilon_eF_e,\\
\left[-\frac{\nabla^2}{2m_h}+\frac1{\varepsilon r}+(m-1)V_h-(m+1)V_e\right]F_h&=\varepsilon_hF_h .
\end{align}
At large $r$ each $V$ tends to $1/(\varepsilon r)$. The coefficients add to $-1+m-m=-1$ for an electron and $1+(m-1)-(m+1)=-1$ for a hole. Each particle therefore sees a unit attractive Coulomb tail, whatever $m$ is.

In either central field the s level lies below the p level. Use the p radial function $u_p$ as a trial function for the s Hamiltonian, which lacks the centrifugal term $1/(Mr^2)$, with $M$ the particle mass:
\begin{equation}
\varepsilon_s\le\varepsilon_p-\left\langle u_p\left|\frac1{Mr^2}\right|u_p\right\rangle<\varepsilon_p .
\end{equation}

\subsection{The largest exchange lowering}

With all other orbitals frozen, promotion of one particle costs $\varepsilon_p-\varepsilon_s$ plus exchange. Let $s_f,p_f$ annihilate particles of internal state $f$ in the two envelopes, and let $K>0$ be their exchange integral. Then
\begin{equation}
H_x=K\sum_{fg}s_f^\dagger p_g^\dagger s_gp_f .
\end{equation}
Define $T=\sum_fs_f^\dagger p_f$. Anticommutation gives
\begin{equation}
\begin{aligned}
T^\dagger T&=\sum_{fg}p_g^\dagger s_gs_f^\dagger p_f\\
&=\sum_fp_f^\dagger p_f-\sum_{fg}p_g^\dagger s_f^\dagger s_gp_f\\
&=n_p+\sum_{fg}s_f^\dagger p_g^\dagger s_gp_f .
\end{aligned}
\end{equation}
For one promoted particle $n_p=1$, hence
\begin{equation}
H_x=K(T^\dagger T-1)\ge-K .
\end{equation}
Exchange lowers the promotion energy by at most one $K$, however many particles remain in the s shell. A single hole has no exchange partner, so $K$ is absent from the hole estimate at $m=1$. The s shell is favoured within this estimate if
\begin{equation}
\varepsilon_p-\varepsilon_s-K>0 .
\label{cond}
\end{equation}
For an outer electron, its valley energy must also be subtracted. Orbital relaxation can lower the promoted state further, so (\ref{cond}) is a frozen-orbital criterion, not a proof of stability.

\section{Consequences for luminescence}

Let $\alpha_m$ denote recombination of an $A_1$ electron with a $\Gamma_8$ hole, and $\beta_m$ that of an outer electron with the same kind of hole. For $2\le m\le4$ the final electron configurations are
\begin{equation}
\alpha_m:\ A_1^1(T_2,E)^{m-1},\qquad
\beta_m:\ A_1^2(T_2,E)^{m-2}.
\end{equation}
Both belong to complex $m-1$, and the first has one electron promoted. Since the initial energy $E_m$ is shared,
\begin{equation}
\begin{aligned}
h\nu(\beta_m)-h\nu(\alpha_m)&=(E_m-E_{\beta})-(E_m-E_{\alpha})\\
&=E_\alpha-E_\beta=c_{m-1}G_0 .
\end{aligned}
\label{lines}
\end{equation}
Here $E_\alpha,E_\beta$ are final-state energies, the outer electron is in $T_2$, and term splittings are neglected. The $\beta$ line has the higher photon energy. At $m=1$ there is no outer electron, so only $\alpha_1$ exists. Equation (\ref{lines}) gives separations within a pair; absolute positions also require the correlation energy.

\section{Worked example}

The parameters are rough values in the regime of a phosphorus donor in silicon: $\varepsilon=11.4$, electron masses 0.19 (transverse) and 0.92 (longitudinal), and $m_h=0.2326$ in free-electron masses. The isotropic electron mass is
\begin{equation}
m_e=\frac3{2/0.19+1/0.92}=0.2583 .
\end{equation}
The donor energy unit $m_e/\varepsilon^2$ is 0.05409 eV, and the radius $\varepsilon/m_e$ is 2.335 nm (23.35 angstrom).

Take $\Delta=0.0022$ eV and $\Delta'=0.0017$ eV. Then
\begin{equation}
G_0=2(0.0017)+4(0.0022)=0.0122\ \text{eV},
\end{equation}
and the $E$--$T_2$ gap is $2(0.0022-0.0017)=0.0010$ eV. The self-consistent envelopes give, with energies in eV:

\begin{center}
\begin{tabular}{cccc}
$m$ & $c_m$ & $c_mG_0$ & $\beta_m-\alpha_m$\\
\hline
1 & 0.572 & 0.0070 & --\\
2 & 0.395 & 0.0048 & 0.0070\\
3 & 0.306 & 0.0037 & 0.0048\\
4 & 0.253 & 0.0031 & 0.0037
\end{tabular}
\end{center}

For $m=2$, equation (\ref{lines}) uses the final complex, so the separation is $0.572\times0.0122=0.0070$ eV, not the 0.0048 eV gap of the initial one. The separations shrink with $m$ because the density per electron at the donor falls. The table uses isotropic holes, $\mu=0$. Solving the envelopes self-consistently with $\mu=0.468$ raises $c_1$ to 0.584 and $c_4$ to 0.274, so the third digit of $c_m$ belongs to the isotropic model only.

\subsection{How secure is the order?}

For electrons, the s--p gap less exchange and the raised $E$ level leaves 0.0080 eV at $m=1$ and 0.0039 eV at $m=4$. These values use the isotropic mass; the transverse and longitudinal masses in the same field change them to 0.0083 and about 0.0035 eV. The valley shells therefore fill before the p envelope in this estimate.

The hole margin is smaller. At $m=2$ the isotropic s--p gap is 0.0050 eV. Heavy-light coupling with $\mu=0.468$, in the same frozen field, reduces it to 0.0030 eV. Subtracting $K=0.0016$ eV, taken from the isotropic orbitals, leaves 0.0013 eV when unrounded values are used; the margins at $m=3$ and 4 are nearly the same. These numbers use the spherical four-band model. With Luttinger parameters 4.3, 0.34 and 1.45, the cubic warping of silicon and the coupling to the split-off band lower the gap in the same field to about 0.0023 eV at $m=2$ and 4, and the margin to about 0.0007 eV. In this frozen-orbital estimate the fourfold shell still fills first, but the margin is small enough for orbital relaxation to matter, and this is the least secure part of the sequence. At $m=4$ the heavy-light s--p gap is 0.0030 eV, far below the rough split-off energy of 0.044 eV. This suggests a p-like shell for the fifth hole; the envelope equations were not solved at $m=5$.

Anisotropic valleys repel slightly differently: 0.0374 eV for electrons on the same axis and 0.0365 eV on different axes, from Gaussian donor envelopes. Exchange between opposite valleys, separated by wavevector $q$ after reduction to the first zone, is approximately
\begin{equation}
K_v\simeq\frac{4\pi}{\varepsilon q^2}\int F_0^4\,d^3r
=\frac1{2\varepsilon q^2a^3},
\end{equation}
since $F_0^2=e^{-2r/a}/(\pi a^3)$ gives $\int F_0^4\,d^3r=1/(8\pi a^3)$. Here $a=\varepsilon/m_e$ and the Bloch overlap is set to one. The full integral gives 0.0004 eV. With both effects included at these donor values, and the valley coupling scaled by $c_m$, the $A_1$ occupation stays between 1.98 and 2.00 for $m=1$ to 4. The line separations in the table omit both effects, which are not negligible beside the smaller separations.

The order of $T_2$ and $E$ inside the outer shell, which (\ref{fill}) leaves open, is less secure still. At $m=2$ its $E$--$T_2$ gap is 0.0004 eV, comparable with these corrections and with the thermal energy of 0.00036 eV at 4.2 K. With these corrections left out, the equilibrium population ratio for the one outer electron is
\begin{equation}
\frac{P_E}{P_{T_2}}=\frac46\exp\left(-\frac{0.000395}{0.000362}\right)\approx0.22 .
\end{equation}
An implementation should therefore keep all ten outer states in its basis. Using only the six $T_2$ states is justified when $T_2$ lies below $E$ by much more than both the thermal energy and these corrections.

\subsection{What mean field does not explain}

Relative to complex $m-1$ and a free exciton, the mean-field complex is unbound by 0.0042 eV at $m=1$ and by 0.0063 to 0.0066 eV at $m=2$ to 4. First-order valley energies do not repair this. At $m=1$ they change from $-0.0105$ eV in the donor to $2(0.572)(-0.0105)=-0.0120$ eV, a gain of 0.0015 eV. Binding must come from effects left out here, such as correlation. The contact ratios and line separations are consequently model estimates.

\section{Relation to real silicon}

Luminescence from several excitons bound to one donor is known in phosphorus-doped silicon at a few kelvin. The valley gaps chosen here approximate those of that donor, roughly 0.0117 eV for $T_2$--$A_1$ and 0.0013 eV for $E$--$T_2$. Its binding energy is roughly 0.045 eV, whereas the isotropic model gives half the energy unit, 0.027 eV. In a Gaussian estimate, mass anisotropy raises the binding by 15\%, to about 0.031 eV; adding the $A_1$ shift of 0.0105 eV gives about 0.042 eV. That shift is 39\% of the isotropic binding, so its neglected contraction of the envelope is a substantial limitation on $c_m$.

Strain can change the shell capacities themselves. Uniaxial strain splits $\Gamma_8$ into two twofold levels. If that splitting exceeds the competing interaction energies, the first hole shell closes at $m=2$ instead of $m=4$. Unless its axis is along $\langle111\rangle$, uniaxial strain also shifts the valleys relative to one another. This splits the outer electron levels and, once the shifts rival $c_mG_0$, mixes $A_1$ appreciably with $E$ (not with $T_2$, since opposite valleys shift equally); the electron levels must then be recomputed.

\section{Implementation rule}

For $1\le m\le4$, assign two electrons to $A_1$, $m-1$ to the ten outer valley states and $m$ holes to $\Gamma_8$. Construct $\alpha_m$ by removing a hole and an inner electron and, for $m\ge2$, $\beta_m$ by removing a hole and an outer electron. Then evaluate their separation with the contact ratio of the final complex. The rule applies to an unstrained crystal and to a complex known to be bound. Before using it for another donor, check that $A_1$ is lowest and that the electron and hole promotion margins are positive and large enough to survive orbital relaxation. The values behind this example are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
permittivity 11.4; electron masses 0.19, 0.92 (free mass)
mean electron mass 0.2583, hole mass 0.2326 (free mass)
Luttinger parameters 4.3, 0.34, 1.45; mu = 0.468
donor energy unit 0.05409 eV; radius 2.335 nm = 23.35 angstrom
couplings: adjacent 0.0022 eV, opposite 0.0017 eV
levels A1, T2, E: -0.0105, 0.0017, 0.0027 eV
T2-A1 0.0122 eV; E-T2 0.0010 eV
valence split-off energy 0.044 eV
FILLING: m | A1 | T2,E | Gamma8 | next hole shell | g_e | g_h
  0 | 1 | 0 | 0 | 0 | 2 | 1
  1 | 2 | 0 | 1 | 0 | 1 | 4
  2 | 2 | 1 | 2 | 0 | 6 | 6
  3 | 2 | 2 | 3 | 0 | 15 | 4
  4 | 2 | 3 | 4 | 0 | 20 | 1
  5 | 2 | 4 | 4 | 1 | 15 | -
ELECTRONS: m | contact ratio | T2-A1 gap eV | E-T2 eV
  0 | 1.000 | 0.01220 | 0.00100
  1 | 0.572 | 0.00698 | 0.00057
  2 | 0.395 | 0.00481 | 0.00039
  3 | 0.306 | 0.00373 | 0.00031
  4 | 0.253 | 0.00309 | 0.00025
LINES: m | beta minus alpha, eV
  2 | 0.00698
  3 | 0.00481
  4 | 0.00373
ELECTRON s-p: m | gap eV | exchange eV | margin above E level eV
  1 | 0.01024 | 0.00070 | 0.00800
  2 | 0.00731 | 0.00078 | 0.00546
  3 | 0.00609 | 0.00086 | 0.00440
  4 | 0.00546 | 0.00093 | 0.00385
HOLE s-p: m | isotropic gap | heavy-light gap | exchange | margin (eV)
  1 | 0.00449 | 0.00264 | 0.00000 | 0.00264
  2 | 0.00498 | 0.00295 | 0.00162 | 0.00133
  3 | 0.00502 | 0.00299 | 0.00161 | 0.00137
  4 | 0.00495 | 0.00297 | 0.00159 | 0.00138
free exciton energy in the model -0.01281 eV
MEAN FIELD: m | binding of last exciton eV (negative: unbound)
  1 | -0.00417
  2 | -0.00626
  3 | -0.00653
  4 | -0.00660
anisotropic/isotropic donor energy (Gaussian) 1.1531
repulsion same axis 0.03744, different 0.03647 eV
intervalley exchange, opposite valleys 0.00042 eV
A1 occupation with these two effects, m=1..4: 1.9973, 1.9892, 1.9806, 1.9816
thermal energy at 4.2 K: 0.000362 eV
E/T2 population ratio, one outer electron, m=2: 0.224
Boltzmann factor of the T2-A1 gap, m=1: 4.25e-09
\end{verbatim}
